# Exchange Parameter and Latter Tail in the Dirac–Slater Gold Atom

**Question**

I have to compare Dirac–Slater calculations for the gold atom with exchange parameter \(\alpha=1\) and \(\alpha=2/3\), each with and without the Latter tail correction, and to discuss the 6s and 5d eigenvalues. Three things stop me.

1. Both values of \(\alpha\) are said to come from the uniform electron gas. How can one gas give two exchange potentials?
2. The Latter correction changes the potential only in the outer part of the atom. May I then expect it to lower 6s and leave 5d nearly alone?
3. Which of the four sets of eigenvalues should I believe?

**Answer**

I use hartree atomic units, so \(c=137.036\), and leave the rest energy out of all eigenvalues. The density \(\rho\) is spherical and not spin-polarized. The potential is

\[
V=V_{\rm nuc}+V_H+v_x,\qquad v_x=-\frac32\,\alpha\left(\frac{3\rho}{\pi}\right)^{1/3}.
\]

**Where the two parameters come from**

In a uniform gas with Fermi momentum \(k_F\), exchange acts on a plane wave of momentum \(k\) through the occupied states of the same spin:

\[
v(k)=-\int_{q<k_F}\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{|\mathbf k-\mathbf q|^2}.
\]

Write \(d^3q=2\pi q^2\,dq\,d\mu\), where \(\mu\) is the cosine of the angle between the momenta. The angular integral is

\[
\int_{-1}^{1}\frac{d\mu}{k^2+q^2-2kq\mu}=\frac{1}{kq}\ln\left|\frac{k+q}{k-q}\right| ,
\]

and the prefactors combine to \(4\pi\cdot2\pi/(2\pi)^3=1/\pi\). Hence

\[
v(k)=-\frac{1}{\pi k}\int_0^{k_F}q\,\ln\left|\frac{k+q}{k-q}\right|dq .
\]

The potential depends on \(k\), so a single local potential requires a choice. Both choices need the integral

\[
J=\int_0^1 t\,\ln\frac{1+t}{1-t}\,dt .
\]

Integrate by parts, taking \((t^2-1)/2\) as the antiderivative of \(t\). The boundary terms vanish. The logarithm has derivative \(2/(1-t^2)\), so \(J=\int_0^1dt=1\).

*At the Fermi surface*, set \(k=k_F\) and \(q=k_Ft\):

\[
v(k_F)=-\frac{k_F}{\pi}J=-\frac{k_F}{\pi}.
\]

*Averaged over the Fermi sphere*,

\[
\bar v=\frac{3}{k_F^3}\int_0^{k_F}k^2v(k)\,dk
=-\frac{3}{\pi k_F^3}\int_0^{k_F}\!\!\int_0^{k_F}kq\,\ln\left|\frac{k+q}{k-q}\right|dq\,dk .
\]

The integrand is symmetric in \(k\) and \(q\), so the double integral is twice the part with \(q<k\). With \(q=kt\) it becomes \(2\int_0^{k_F}k^3dk\;J=k_F^4/2\), and

\[
\bar v=-\frac{3k_F}{2\pi}.
\]

Since \(k_F=(3\pi^2\rho)^{1/3}\), we have \(k_F/\pi=(3\rho/\pi)^{1/3}\). The average is therefore \(\alpha=1\), and the Fermi-surface value is \(\alpha=2/3\).

The Fermi-surface choice has a further property. The exchange energy per volume is \(\tfrac12\rho\bar v=-\tfrac{3}{4\pi}\rho k_F\), where the half prevents counting pairs twice. It is proportional to \(\rho^{4/3}\), so its derivative is \(\tfrac43\bigl(-\tfrac{3}{4\pi}\bigr)k_F=-k_F/\pi\). Thus \(\alpha=2/3\) is the potential that belongs to the local exchange energy.

**What is wrong with the tail**

For a neutral atom, \(V_H\) contains the repulsion of all \(Z\) electrons, including the one whose orbital is being computed. Far out, \(V_{\rm nuc}+V_H\to-Z/r+Z/r=0\). Exact exchange removes one electron's worth of this repulsion, which leaves \(V\to-1/r\), the attraction of the remaining ion. The local \(v_x\) cannot do this, because \(\rho^{1/3}\) decays exponentially.

The Latter correction replaces \(V\) by \(\min(V,-1/r)\) in the outer atom. It starts at the radius \(r_L\) where \(rV=-1\). It must not be applied inside a nucleus of finite size: there \(V\) stays finite while \(-1/r\) diverges, and the rule would create a false attraction. For gold this region extends only about 0.05 fm from the centre, and its effect on the valence levels is far below the digits shown here. For an ion with \(N\) electrons the tail is \(-(Z-N+1)/r\).

**How a level responds**

The radial Dirac equation for components \(G,F\) is

\[
\begin{pmatrix}V & c\left(-\frac{d}{dr}+\frac{\kappa}{r}\right)\\ c\left(\frac{d}{dr}+\frac{\kappa}{r}\right)& V-2c^2\end{pmatrix}
\begin{pmatrix}G\\F\end{pmatrix}=\varepsilon\begin{pmatrix}G\\F\end{pmatrix},
\qquad \int_0^\infty(G^2+F^2)\,dr=1 .
\]

The operator \(H\) on the left is Hermitian: integration by parts turns one off-diagonal element into the other, since \(G\) and \(F\) vanish at both ends. Replace \(V\) by \(V+\lambda\,\delta V\) and differentiate \((H+\lambda\,\delta V)\psi=\varepsilon\psi\) with respect to \(\lambda\). Then take the scalar product with \(\psi\). The terms containing \(d\psi/d\lambda\) cancel by Hermiticity, which leaves

\[
\frac{d\varepsilon}{d\lambda}=\int_0^\infty(G^2+F^2)\,\delta V\,dr .
\]

If \(\delta V\le0\) everywhere, the level falls as \(\lambda\) goes from 0 to 1. At fixed density, then, both a larger \(\alpha\) and the Latter tail lower every bound level. In a self-consistent atom the density also changes, and this adds a second contribution, which I call relaxation.

**The gold atom**

I solved the equations self-consistently for [Xe]4f¹⁴5d¹⁰6s¹ in a basis of kinetically balanced Gaussians. The nucleus is a Gaussian charge of rms radius 5.4 fm. Correlation, the Breit interaction, QED and relativistic corrections to exchange are left out. Eigenvalues in hartree:

| \(\alpha\) | Latter | 6s | 5d₃/₂ | 5d₅/₂ |
|---|---|---|---|---|
| 2/3 | no | −0.1861 | −0.2509 | −0.1949 |
| 2/3 | yes | −0.2554 | −0.3059 | −0.2501 |
| 1 | no | −0.2704 | −0.4221 | −0.3585 |
| 1 | yes | −0.3058 | −0.4472 | −0.3836 |

In the same order, the 6s level lies at −5.06, −6.95, −7.36 and −8.32 eV, and 5d₅/₂ at −5.30, −6.80, −9.76 and −10.44 eV.

**Effect of \(\alpha\)**

Going from 2/3 to 1 multiplies \(v_x\) by 1.5. To separate the two contributions, I first added \(\tfrac12v_x\) to the converged \(\alpha=2/3\) potential without changing the density. The rest of the self-consistent shift is relaxation. Without the tail correction, in hartree:

\[
\begin{aligned}
\text{6s}:&\quad -0.2047+0.1204=-0.0843,\\
\text{5d}_{5/2}:&\quad -0.4731+0.3095=-0.1636 .
\end{aligned}
\]

The direct shift is larger for 5d because \(|v_x|\) grows with \(\rho^{1/3}\) and 5d lies further in, where the density is higher. With the steps taken in this order, relaxation cancels more than half of it in both cases. A likely reason is that the stronger attraction contracts the atom, so the electrons screen the nucleus more. The mean 6s radius does fall, from 2.90 to 2.67 bohr, but I have not split this relaxation into its sources.

**Effect of the tail, and why 5d moves too**

Without the correction, \(rV\) at 20 bohr is about −0.001 for \(\alpha=2/3\) and −0.0004 for \(\alpha=1\), instead of −1. In these uncorrected potentials the crossing radius \(r_L\) is 2.68 bohr for \(\alpha=2/3\) and 3.00 bohr for \(\alpha=1\). For \(\alpha=2/3\), 51% of the 6s density lies beyond it, but 10% of 5d₅/₂. For \(\alpha=1\) the fractions are 31% and 4%.

Applying the cut first at fixed density and then letting the atom relax gives, in hartree:

\[
\begin{aligned}
\alpha=2/3,\ \text{6s}:&\quad -0.053-0.016=-0.069,\\
\alpha=2/3,\ \text{5d}_{5/2}:&\quad -0.009-0.046=-0.055,\\
\alpha=1,\ \text{6s}:&\quad -0.025-0.010=-0.035,\\
\alpha=1,\ \text{5d}_{5/2}:&\quad -0.002-0.023=-0.025 .
\end{aligned}
\]

Your expectation holds for the first term: the direct effect on 5d is small. It fails for the total, because relaxation lowers 5d by several times the direct amount.

The cut makes the outer region more attractive, and charge moves there. For \(\alpha=2/3\), the number of electrons beyond 2.68 bohr rises from 1.43 to 1.61 (more than half of the gain is 5d charge, the rest 6s), and the mean 6s radius grows from 2.90 to 3.16 bohr. The 6s orbital becomes more strongly bound and wider at the same time.

Now consider a charge \(q\) on a spherical shell of radius \(s\). Its potential is \(q/s\) inside the shell and \(q/r\) outside. Moving the shell from \(s_1\) to a larger \(s_2\) changes the potential for \(r<s_1\) by

\[
q\left(\frac1{s_2}-\frac1{s_1}\right)<0 .
\]

The inner electrons are repelled less, although the correction itself never touched their region.

The size of this effect can be traced to its sources. Let \(\delta V\) now be the change of potential during relaxation. Integrating \(d\varepsilon/d\lambda\) from 0 to 1 by the trapezoidal rule gives

\[
\Delta\varepsilon\approx\int_0^\infty\frac{(G^2+F^2)_{\rm initial}+(G^2+F^2)_{\rm final}}{2}\,\delta V\,dr ,
\]

with an error of third order in \(\delta V\). For 5d₅/₂ at \(\alpha=2/3\), weaker repulsion by 6s contributes −0.0207, weaker repulsion by the rest of the density −0.0270 (the expanding 5d shell itself, including the electron's own charge, gives −0.0286 and the core +0.0016), and exchange +0.0021 hartree. The thin shell between the old and new crossing radii, 2.68 and 2.79 bohr, adds −0.0002. The sum is −0.0458, against −0.0459 from the eigenvalues themselves.

The shell formula also shows that the change is constant for \(r<s_1\). A constant shifts all levels equally and leaves their differences alone. For 5d this holds only in part, because the displaced charge overlaps the 5d density, and the potential change is not constant there. The 5d spin–orbit splitting nevertheless hardly changes: it is 0.056 hartree with and without the tail for \(\alpha=2/3\), and 0.064 hartree in both cases for \(\alpha=1\). This involves a cancellation. For \(\alpha=2/3\), the direct shift lowers 5d₅/₂ by 0.0028 hartree more than 5d₃/₂, while relaxation lowers 5d₃/₂ by 0.0026 hartree more than 5d₅/₂.

**Which set to believe**

The exact conditions do not select one row on every count. The value \(\alpha=2/3\) is consistent with the exchange energy of the uniform gas, and \(\alpha=1\) is not. The Latter rows have the right tail, but the rule is imposed on the potential and comes with no energy functional. A correct tail also says nothing about the potential further in.

The order of 6s and 5d₅/₂ shows how much this matters. For \(\alpha=2/3\), 6s lies 0.009 hartree above 5d₅/₂ without the tail and 0.005 hartree below it with the tail. In the second case the half-filled 6s level lies below a filled 5d₅/₂ level, so the configuration I held fixed is no longer the one obtained by filling the levels from the bottom. Such a small gap should not be read as a prediction. For \(\alpha=1\), 6s stays above by 0.088 and 0.078 hartree.

With the exact functional, the highest occupied eigenvalue would equal minus the ionization energy, which for gold is roughly 9 eV. The highest occupied levels here, in table order, are −5.1, −6.8, −7.4 and −8.3 eV. The last is nearest, but that does not make its potential the best: correlation is missing, and a larger \(\alpha\) deepens the levels whether or not the added attraction is justified.

For your discussion, the firm statements within this model are these. The choice of \(\alpha\) moves 5d more than 6s. The tail moves 6s more than 5d, and it reaches 5d mainly through the rearranged charge.
